\section*{Electron-positron contact density and the positron annihilation rate in metals}

\section*{Does the density overlap give the positron lifetime?}

\textbf{Q.} A positron annihilates where it meets an electron. I compute the positron density $n_+(\mathbf r)$ and the electron density $n(\mathbf r)$, multiply $\int n_+ n\,d^3r$ by $\pi r_e^2c$, and I have the rate. Momentum distributions may need many-body theory, but the lifetime of a simple metal should need nothing more.

\textbf{A.} The prefactor is right. The overlap is the wrong integral, and the way to see it is to ask which operator the prefactor multiplies.

\subsection*{The annihilation operator}

\textbf{A.} Take lowest-order two-photon decay of a slow pair, with $\hbar=c=1$, $e^2=4\pi\alpha$ and the Dirac representation. At rest $p=p'=(m,\mathbf 0)$ and $k_{1,2}=(m,\pm m\hat{\mathbf n})$, and the polarization vectors $\boldsymbol\epsilon_{1,2}$ are real and perpendicular to $\hat{\mathbf n}$. Write $[w]=\gamma^\mu w_\mu$. Both propagator denominators are $(p-k)^2-m^2=-2m^2$, so up to a phase
\begin{equation}
M=-\frac{e^2}{2m^2}\,\bar v\Big\{[\epsilon_2]([p]-[k_1]+m)[\epsilon_1]+[\epsilon_1]([p]-[k_2]+m)[\epsilon_2]\Big\}u .
\end{equation}
Anticommuting, $([p]+m)[\epsilon]u=2p\cdot\epsilon\,u-[\epsilon]([p]-m)u=0$, because $p\cdot\epsilon=0$ and $u$ obeys the Dirac equation. With $a=\boldsymbol\epsilon_1\cdot\boldsymbol\gamma$, $b=\boldsymbol\epsilon_2\cdot\boldsymbol\gamma$, $g=\hat{\mathbf n}\cdot\boldsymbol\gamma$, one has $[\epsilon_1]=-a$, $[\epsilon_2]=-b$, $[k_{1,2}]=m(\gamma^0\mp g)$, and
\begin{equation}
M=\frac{e^2}{2m}\,\bar v\,\big(b\gamma^0a+a\gamma^0b+agb-bga\big)u .
\end{equation}
The first two terms equal $-\gamma^0(ab+ba)=2\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2\,\gamma^0$. They vanish between $u=\sqrt{2m}\,(\chi,0)$ and $v=\sqrt{2m}\,(0,\xi)$, since $\bar v\gamma^0u=v^\dagger u=0$. In the rest, $g$ anticommutes with $a$ and $b$, giving $-g(ab-ba)$. From $\gamma^i\gamma^j=-\sigma^i\sigma^j$ on each diagonal block, $ab-ba=-2is\,\hat{\mathbf n}\cdot\boldsymbol\Sigma$, where $s=\hat{\mathbf n}\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)$ and $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$. The product $g\,\hat{\mathbf n}\cdot\boldsymbol\Sigma$ maps $(\chi,0)$ to $(0,-\chi)$, and the $\gamma^0$ in $\bar v$ restores the sign. Hence $M=(e^2/2m)(2is)(2m)\,\xi^\dagger\chi=2ie^2s\,\xi^\dagger\chi$. Of the four polarization pairs two have $s=\pm1$ and two have $s=0$, so $\sum|M|^2=8e^4|\xi^\dagger\chi|^2$.

Charge conjugation, $v=i\gamma^2u^*$, gives $\xi=(0,1)$ for positron spin up and $\xi=(-1,0)$ for spin down. Then $\xi^\dagger\chi$ is $-1$ for electron up and positron down, $+1$ for the reverse, and zero for parallel spins. The singlet has amplitude $-\sqrt2$ and $\sum|M|^2=16e^4$; the three triplets have zero; the spin average is $4e^4$. The two-photon phase space is
\begin{equation}
\int\frac{\omega^2d\omega\,d\Omega}{(2\pi)^2\,4\omega^2}\,\delta(2m-2\omega)=\int\frac{d\Omega}{32\pi^2}=\frac1{8\pi},
\end{equation}
and with the flux factor $1/4m^2$ and $1/2$ for identical photons,
\begin{equation}
\sigma v=\frac1{4m^2}\cdot\frac12\cdot\frac1{8\pi}\cdot4e^4=\frac{\pi\alpha^2}{m^2}=\pi r_e^2c .
\end{equation}
The process has range $1/m$, a point on the atomic scale. The rate operator is therefore $4\pi r_e^2c\sum_i\delta(\mathbf r_i-\mathbf r_+)P_i$, with the singlet projector $P_i=\frac14-\mathbf s_i\cdot\mathbf s_+$. With Coulomb forces only and an unpolarized positron, $\mathbf s_+$ averages to zero. In Hartree atomic units, used from here on,
\begin{equation}
\lambda=K\Big\langle\sum_i\delta(\mathbf r_i-\mathbf r_+)\Big\rangle\equiv K\int n_+\,n\,\gamma\,d^3r,\qquad K=\frac{\pi r_e^2c}{a_0^3}=50.47\ \mathrm{ns^{-1}} ,
\end{equation}
with densities in $\mathrm{bohr}^{-3}$. The expectation value is the electron-positron pair density at contact, and $\gamma$ is defined as its ratio to $n_+n$. Your formula, the independent-particle model (IPM), sets $\gamma=1$, which holds when the state is a positron orbital times an electronic state.

\textbf{Q.} My densities can be exact. Does that not contain the attraction?

\textbf{A.} Put one positron in a uniform gas with $n=3/(4\pi r_s^3)$. Translation invariance keeps both exact densities uniform however strong the attraction is. The electron cloud moves with the positron, so it appears in the pair density and in neither one-body density. There $\lambda_{\rm IPM}=Kn=12.05\,r_s^{-3}\ \mathrm{ns^{-1}}$, and the true rate is $\gamma(r_s)$ times this.

\subsection*{First order in the attraction}

\textbf{Q.} Fast Fermi electrons and screening should keep $\gamma-1$ small.

\textbf{A.} That can be computed. Let the thermalized positron have zero momentum, the volume be $\mathcal V$, and $\rho_{\mathbf q}=\sum_ie^{-i\mathbf q\cdot\mathbf r_i}$. Add a contact term to the electron-positron interaction, $v_q=-4\pi/q^2+\eta$. The Hellmann-Feynman theorem gives $dE/d\eta|_{\eta=0}=n\gamma$. At first order only $\mathbf q=0$ contributes; the background cancels its Coulomb part and leaves $\eta n$, the IPM term. At second order the positron recoils with energy $q^2/2$ while the electrons go to a state $\nu$ of excitation energy $\omega_\nu$:
\begin{equation}
E^{(2)}=-\int\!\frac{d^3q}{(2\pi)^3}\,v_q^2\,R(q),\qquad R(q)=\frac1{\mathcal V}\sum_\nu\frac{|\langle\nu|\rho_{\mathbf q}^\dagger|0\rangle|^2}{\omega_\nu+q^2/2}.
\end{equation}
The derivative of $-v_q^2$ at $\eta=0$ is $+2\cdot4\pi/q^2$. Since $\int d^3q\,(2\pi)^{-3}\,4\pi/q^2=(2/\pi)\int dq$ and $n=k_F^3/3\pi^2$,
\begin{equation}
\gamma-1=\frac{4}{\pi n}\int_0^\infty R\,dq=\frac{12\pi}{k_F^3}\int_0^\infty R\,dq>0 .
\label{lin}
\end{equation}
For free electrons the excitations are $\mathbf k\to\mathbf k+\mathbf q$ with $\omega=\mathbf k\cdot\mathbf q+q^2/2$ and two spins. Measuring momenta in $k_F$, $R=2k_FJ/(2\pi)^3$, and the measure $dq$ gives another $k_F$:
\begin{equation}
\gamma-1=\frac{3}{\pi^2k_F}\int_0^\infty J\,dq,\qquad J(q)=\int d^3k\,\frac{\theta(1-k)\,\theta(|\mathbf k+\mathbf q|-1)}{\mathbf k\cdot\mathbf q+q^2}.
\end{equation}
Write $J=J_0-B$, where $J_0$ runs over the whole sphere $k<1$ and $B$ over the Pauli-blocked part $|\mathbf k+\mathbf q|<1$, both as principal values. The angular integral gives $J_0=\int_0^12\pi k^2dk\,(kq)^{-1}\ln|(q+k)/(q-k)|$. With $x=q/k$, the symmetry $x\to1/x$ and the series of the logarithm,
\begin{equation}
\int_0^\infty\frac{dx}{x}\ln\left|\frac{1+x}{1-x}\right|=2\int_0^1\sum_{j\ge0}\frac{2x^{2j}}{2j+1}\,dx=4\sum_{j\ge0}\frac1{(2j+1)^2}=\frac{\pi^2}{2},
\end{equation}
so $\int J_0\,dq=2\pi\cdot\frac{\pi^2}2\cdot\frac12=\pi^3/2$.

$B$ vanishes for $q>2$. For $q<2$ slice along $\mathbf q$ with $z=\mathbf k\cdot\hat{\mathbf q}$ and $w=z+q$, so that the denominator is $qw$. The disc area is $\pi[1-(w-q)^2]$ for $q-1<w<q/2$ and $\pi(1-w^2)$ for $q/2<w<1$. Using $1-(w-q)^2=(1-q^2)+2qw-w^2$,
\begin{align}
\frac{qB}{\pi}&=(1-q^2)\ln\frac{q/2}{|q-1|}+2q\Big(1-\frac q2\Big)-\frac{q^2}{8}+\frac{(q-1)^2}{2}+\ln\frac2q-\frac12+\frac{q^2}{8}\nonumber\\
&=-(1-q^2)\ln|1-q|+q^2\ln\frac2q+q-\frac{q^2}{2}.
\end{align}
Divide by $q$ and integrate over $0<q<2$. The terms are $\int(1-q/2)\,dq=1$; $\int q\ln(2/q)\,dq=-4\int_0^1t\ln t\,dt=1$; $\int q\ln|1-q|\,dq=\int_{-1}^1(1+t)\ln|t|\,dt=-2$; and $-\int q^{-1}\ln|1-q|\,dq=\sum_jj^{-2}+\sum_j(-1)^{j+1}j^{-2}=\pi^2/6+\pi^2/12$, from the ranges below and above $q=1$. The rational parts cancel, $\int B\,dq=\pi^3/4$, and $\int J\,dq=\pi^3/4$. With $k_F=(9\pi/4)^{1/3}/r_s=1.91916/r_s$,
\begin{equation}
\gamma=1+\frac{3\pi}{4k_F}=1+\frac{2.35619}{1.91916}\,r_s=1+1.228\,r_s\qquad(r_s\ll1).
\end{equation}
$J_0$ alone gives $3\pi/2k_F$. That is the Fermi-sphere average of the term $\pi/v$ in the Sommerfeld factor $(2\pi/v)/(1-e^{-2\pi/v})$ at relative speed $v=k$, since $\langle1/k\rangle=3/2k_F$. At this order Pauli blocking removes half of the two-body enhancement. The IPM is the limit $r_s\to0$, and at $r_s=2$ the first correction already exceeds the leading term.

\textbf{Q.} You have not screened the interaction.

\textbf{A.} Define the response $\Pi(q,iu)=\mathcal V^{-1}\sum_\nu2\omega_\nu|\langle\nu|\rho^\dagger_{\mathbf q}|0\rangle|^2/(\omega_\nu^2+u^2)$. Partial fractions give
\begin{equation}
\int_0^\infty\frac{du}{(\omega^2+u^2)(\varepsilon^2+u^2)}=\frac{\pi}{2}\,\frac{1/\varepsilon-1/\omega}{\omega^2-\varepsilon^2}=\frac{\pi}{2\varepsilon\omega(\omega+\varepsilon)},
\end{equation}
so that, with $\varepsilon=q^2/2$,
\begin{equation}
R(q)=\frac1\pi\int_0^\infty du\,\Pi(q,iu)\,\frac{\varepsilon}{\varepsilon^2+u^2}.
\end{equation}
For free electrons the blocked region may be added back, because $\mathbf k\to-\mathbf k-\mathbf q$ maps it onto itself and reverses $\omega$. In scaled momenta the discs have area $\pi(1-z^2)$, and $2\omega/(\omega^2+u^2)=2\,\mathrm{Re}\,(\omega+iu)^{-1}$. With $\zeta=q/2+iu/(qk_F^2)$ and $1-z^2=(1-\zeta^2)+(z+\zeta)(\zeta-z)$,
\begin{equation}
\Pi_0=\frac{k_F}{2\pi^2q}\,\mathrm{Re}\int_{-1}^1\frac{1-z^2}{z+\zeta}\,dz=\frac{k_F}{2\pi^2q}\,\mathrm{Re}\Big[2\zeta+(1-\zeta^2)\ln\frac{\zeta+1}{\zeta-1}\Big].
\end{equation}
For small real $\zeta$ the real part of the bracket tends to $4\zeta=2q$, so $\Pi_0\to k_F/\pi^2$. Back in unscaled momenta, the random-phase approximation (RPA) replaces $\Pi_0$ by $\Pi_0/(1+4\pi\Pi_0/q^2)$. For $q\ll k_F$ the Lorentzian of width $q^2/2$ is narrow against the scale $qk_F$ of $\Pi_0$ and has weight $1/2$, so $R\to(k_F/2\pi^2)\,q^2/(q^2+q_{TF}^2)$ with $q_{TF}^2=4k_F/\pi$. As $\int_0^\infty q_{TF}^2\,dq/(q^2+q_{TF}^2)=\pi q_{TF}/2$, Eq.~(\ref{lin}) changes at leading order by
\begin{equation}
-\frac{12\pi}{k_F^3}\cdot\frac{k_F}{2\pi^2}\cdot\frac{\pi q_{TF}}2=-\frac{3q_{TF}}{k_F^2}=-\frac{6}{\sqrt\pi\,k_F^{3/2}}=-1.27\,r_s^{3/2}.
\end{equation}
At metallic density the double integral is done numerically, by Gauss-Legendre quadrature in $q$ and the trapezoid rule in $\ln u$. The result, $\gamma_{\rm RPA}$, is $2.33$ at $r_s=2$. Screening lowers the enhancement and leaves more than a factor of two, still at first order in the attraction.

\subsection*{The dilute end and the interpolation}

\textbf{Q.} In a dilute gas electrons are scarce and the rate must vanish as $r_s^{-3}$.

\textbf{A.} The positron binds an electron. Positronium has reduced mass $1/2$, Bohr radius $2$ and contact density $1/(\pi2^3)=0.03979$. The spin-averaged rate is $K/8\pi=2.008\ \mathrm{ns^{-1}}$ (its inverse, $498$ ps, is a lifetime only when spin exchange keeps singlet and triplet mixed), one quarter of the para-positronium rate $8.03\ \mathrm{ns^{-1}}$. Setting $n\gamma=1/8\pi$ gives $\gamma=r_s^3/6$. At zero temperature a second electron binds too. A Rayleigh-Ritz calculation of $\mathrm{Ps}^-$, with products of Laguerre polynomials in perimetric coordinates up to total order 14 times $e^{-0.3(r_1+r_2)}$, where $r_{1,2}$ are the electron-positron distances, gives $-0.2620$ Ha against $-0.2500$ Ha for positronium. Its contact density is $0.0415$, larger than $1/8\pi$ by the factor $1.04$, and its rate is $2.09\ \mathrm{ns^{-1}}$. The IPM rate drops below $K/8\pi$ when $r_s^3>6$, or $r_s>1.817$. I do not offer $K/8\pi$ as a rigorous lower bound, only as the scale at which the rate levels off.

The Boronski-Nieminen (BN) function joins the two ends:
\begin{equation}
\gamma_{\rm BN}=1+1.23r_s+0.8295r_s^{3/2}-1.26r_s^2+0.3286r_s^{5/2}+r_s^3/6 .
\end{equation}
The slope and the last term are the ones derived above, the latter with the positronium value. The three middle terms are fitted to many-body calculations for one positron and I take them as given; the $r_s^{3/2}$ coefficient has the sign opposite to the RPA expansion coefficient, so they are not terms of the high-density series. At $r_s=2$,
\begin{equation*}
\gamma_{\rm BN}=1+2.460+2.346-5.040+1.859+1.333=3.958,
\end{equation*}
$\lambda_{\rm IPM}=12.05/8=1.506$ and $\lambda=3.958\times1.506=5.96\ \mathrm{ns^{-1}}$. At $r_s=4$,
\begin{equation*}
\gamma_{\rm BN}=1+4.920+6.636-20.160+10.515+10.667=13.578,
\end{equation*}
$\lambda_{\rm IPM}=12.05/64=0.188$ and $\lambda=2.56\ \mathrm{ns^{-1}}$. The lifetimes are $\tau=1/\lambda$.

\begin{center}
\begin{tabular}{ccccc}
$r_s$ & $\gamma_{\rm RPA}$ & $\gamma_{\rm BN}$ & $\tau_{\rm IPM}$ (ns) & $\tau_{\rm BN}$ (ps)\\
2 & 2.33 & 3.96 & 0.66 & 168\\
3 & 2.84 & 7.28 & 2.2 & 308\\
4 & 3.31 & 13.6 & 5.3 & 391\\
6 & 4.17 & 40.2 & 17.9 & 446
\end{tabular}
\end{center}

First-order RPA omits repeated electron-positron scattering, which bound states require, and electron correlation beyond RPA. How much each contributes to the gap between $\gamma_{\rm RPA}$ and the fitted $\gamma_{\rm BN}$ is not computed here. The valence electrons of aluminium and sodium have roughly $r_s\approx2$ and $4$, and the measured lifetimes are roughly $0.16$ and $0.34$ ns. The IPM lifetimes are about $4$ and about $16$ times these. At these rounded $r_s$ the BN values lie about $5\%$ and $15\%$ above those rough lifetimes. The aluminium figure is sensitive to the rounding: $r_s=2.07$, closer to its actual valence density, gives $179$ ps, about $12\%$ above. The omitted cores add to the rate and so shorten the lifetime; how much of the excess they remove is not computed for these two metals.

\subsection*{Core electrons}

\textbf{Q.} The cores may be the whole answer. Magnesium has two valence electrons at roughly $r_s\approx2.7$, giving $12.05/2.7^3=0.612\ \mathrm{ns^{-1}}$. Its ten core electrons give five times that, $3.06$. The sum, $3.67\ \mathrm{ns^{-1}}$, is not far from the inverse of the measured lifetime, roughly $0.23$ ns.

\textbf{A.} That sum assumes a uniform positron, and the nucleus repels it. Take a neutral sphere of radius $R=2^{1/3}r_s=3.402$ bohr, holding two uniform valence electrons and the $\mathrm{Mg}^{2+}$ density $n_c$ from restricted Hartree-Fock in the cc-pVTZ basis. The valence charge produces the potential $2r^2/R^3+3(R^2-r^2)/R^3$, from the charge inside and outside $r$, so the positron sees
\begin{equation}
V_+(r)=\frac{12}{r}-\frac1r\int_0^r4\pi r'^2n_c\,dr'-\int_r^R4\pi r'n_c\,dr'-\frac{3R^2-r^2}{R^3}.
\end{equation}
The electron-positron correlation potential is left out. For the uniform valence density alone it would be a constant, but it is deeper in the core region: including the Boronski-Nieminen local-density form raises the core overlap below from $0.21$ to $0.24\ \mathrm{ns^{-1}}$ and shortens the two enhanced lifetimes below by about $2$ and $3$ ps. The lowest $s$ state with $\psi'(R)=0$, the spherical form of the band-bottom condition, was found by finite volumes on 6000 radial cells. Relative to the cell mean, $n_+$ is $0.024$ at $0.5$ bohr, $0.15$ at $1$ bohr, $0.73$ at $2$ bohr and $1.30$ at the boundary. The core overlap gives $0.21\ \mathrm{ns^{-1}}$, about $7\%$ of your $3.06$. The valence overlap is unchanged, because that density is uniform. The IPM total is $0.21+0.61=0.82\ \mathrm{ns^{-1}}$, or $1.2$ ns, about five times the rough measured lifetime.

With $\gamma_{\rm BN}(2.7)=6.03$ the valence rate is $6.03\times0.612=3.69\ \mathrm{ns^{-1}}$, so your sum, six times $0.612$, landed near this value only because six happens to lie close to $6.03$. Adding the unenhanced core gives $3.90\ \mathrm{ns^{-1}}$, or about $256$ ps. The local-density prescription, $K\int n_+n\,\gamma_{\rm BN}(r_s(n))\,d^3r$ with $n$ the total density at each point, gives $4.1\ \mathrm{ns^{-1}}$, or about $242$ ps, which is $5.0$ times the IPM rate. The difference between the last two lifetimes shows the sensitivity to how the core is treated; neither is a bound. Both depend on the rounding of $r_s$: at $r_s=2.655$, closer to the actual valence density of magnesium, the same model gives about $250$ and $235$ ps, with a core overlap of $0.23\ \mathrm{ns^{-1}}$.

\textbf{Q.} Then I multiply by $\gamma_{\rm BN}$ everywhere and am done?

\textbf{A.} Only within its regime: one positron, an unpolarized metallic gas, and a density that varies slowly over the screening cloud. Core electrons are bound and cannot respond as a free gas does, the same holds across the gap of an insulator, and in a void or outside a surface the cloud is not set by the local density. If positron and electrons are both spin-polarized, the term $\mathbf s_i\cdot\mathbf s_+$ survives and the two spin densities need separate treatment. Three-photon decay was dropped at the start, and so were relativistic corrections, which grow with the electron speed and so matter most in deep cores. For a free gas the bare overlap is accurate when $1.23\,r_s\ll1$. In the magnesium cell such densities occur only deep in the core, where the free-gas estimate is not tested here and the positron density is smallest.
